Bright Spots in a Weak-Phase Electron Micrograph: Columns or Tunnels?

**Q:** I have a high-resolution transmission image of a thin CdTe film viewed along [001]. It shows a square lattice of bright spots 0.229 nm apart, which is the spacing of the atom columns. The spots are therefore the columns.

**A:** The spacing fits, but a second set of points has it too. Let a = 0.648 nm be the cubic lattice parameter. In projection, Cd columns lie at (0, 0), (a/2, 0), (0, a/2) and (a/2, a/2), and Te columns at (a/4, a/4) and the equivalent points. The centres of the squares between them, such as (a/4, 0), are empty tunnels. They form an identical lattice, each tunnel a/4 = 0.162 nm from its nearest columns. The spacing cannot tell you which lattice is bright.

**Q:** But atoms scatter electrons, so there must be more signal where the atoms are.

**A:** A very thin film removes few electrons; mainly it shifts the phase of their wave. In atomic units, an electron of kinetic energy E has wave number k with

k² = 2E + E²/c².

Differentiating gives 2k dk/dE = 2 + 2E/c². The speed is v = k/(1 + E/c²), so dk/dE = 1/v. Near nuclei the electrostatic potential V is positive and the kinetic energy rises to E + V. For a wave exp(ikz) the extra phase is

φ(r) = ∫ [k(E+V) − k(E)] dz ≈ (1/v) ∫ V dz,

where r is the position in the image plane. The wave leaving the film is exp(iφ), and its intensity is |exp(iφ)|² = 1 everywhere. A perfect lens in perfect focus, passing all frequencies, would show no columns at all.

**Q:** Then where does the contrast come from?

**A:** From phase errors of the lens. A component exp(iq·r) travels at the angle θ = q/k. Over a distance z it gains the phase √(k² − q²) z ≈ kz − q²z/2k. Dropping the common kz, focusing on a plane at distance Δf beyond the film multiplies the component by exp(−iΔf q²/2k). Underfocus, a weakened lens, focuses on a plane before the film, so Δf < 0.

Spherical aberration displaces a ray by Cs θ³, referred to the object, while defocus displaces it by Δf θ. For a lens factor exp(−iχ) the displacement equals dχ/dq, because that is where neighbouring components stay in phase. With dq = k dθ,

χ = k ∫ (Δf θ + Cs θ³) dθ = Δf q²/2k + Cs q⁴/4k³.

Now let φ be small, so exp(iφ) ≈ 1 + iφ, and write φ = Σ φ_q exp(iq·r). The constant term of φ is an overall phase and is dropped. The beam is taken as parallel and coherent. After the lens,

ψ = 1 + i Σ φ_q exp(−iχ) exp(iq·r).

To first order the intensity is

I = 1 + i Σ φ_q exp(−iχ) exp(iq·r) − i Σ φ_q* exp(iχ) exp(−iq·r).

In the last sum I rename q as −q. Since φ is real, φ_−q* = φ_q, and χ is even in q. The two sums combine through i[exp(−iχ) − exp(iχ)] = 2 sin χ:

I(r) = 1 + 2 Σ φ_q sin χ(q) exp(iq·r).

The sign of sin χ decides whether a frequency appears with atoms bright or dark.

**Q:** Is there a simple picture of that sign?

**A:** Set Cs = 0 and take a defocus so small that sin χ ≈ Δf q²/2k for every frequency passed. Since −∇² acting on exp(iq·r) gives q² exp(iq·r),

I = 1 − (Δf/k) ∇²φ.

At the peak of a column ∇²φ < 0. The column acts as a weak converging lens. Beyond the film, Δf > 0, electrons have gathered there and it is bright; for Δf < 0 it is dark. With spherical aberration and larger defocus the full χ is needed.

**Q:** Then calculate my film.

**A:** I take a film two cells thick, t = 1.296 nm, a 300 keV beam with wavelength λ = 0.001969 nm, and Cs = 1.2 mm. The aperture passes spatial frequencies up to 5.00 per nm. That admits the four {200} and the four {220} beams but excludes {400}, which lie at 4/0.648 = 6.17 per nm.

For the atoms I use Molière's approximation to the neutral Thomas–Fermi atom,

V(r) = (Z/r) Σ w exp(−br/R), R = ½(3π/4)^(2/3) Z^(−1/3),

with weights w = 0.35, 0.55, 0.10 and decays b = 0.3, 1.2, 6.0. Each term is a screened Coulomb potential, so the Fourier transform is

f(q) = 4πZ Σ w/(q² + b²/R²).

Thermal motion with rms displacement u = 0.015 nm per axis multiplies it by W = exp(−q²u²/2).

A cell holds four atoms of each kind. For {220} all eight contribute in phase. For {200} the Te atoms, displaced by a/4 along each axis, acquire the factor exp(−iπ) = −1. Hence

V_220 = 4W(f_Cd + f_Te)/a³ = 7.94 V,

V_200 = 4W(f_Cd − f_Te)/a³ = −0.25 V,

each with its own W. The phase coefficients φ_q = V_q t/v, evaluated in atomic units, are φ_220 = 0.0671 and φ_200 = −0.0021 rad.

The sum of exp(iq·r) over the four {220} beams is 4 cos(4πx/a) cos(4πy/a). It equals +4 at both kinds of column and −4 at a tunnel. For {200} the sum is 2 cos(4πx/a) + 2 cos(4πy/a), which is +4 at Cd, −4 at Te and 0 at a tunnel. Writing s for sin χ,

I_Cd = 1 + 8φ_220 s_220 + 8φ_200 s_200,

I_Te = 1 + 8φ_220 s_220 − 8φ_200 s_200,

I_tunnel = 1 − 8φ_220 s_220.

The mean column intensity minus the tunnel intensity is therefore

C = 16 φ_220 s_220.

**Q:** I work at Scherzer defocus. What do I see there?

**A:** That setting is Δf = −1.2 √(Cs λ) = −58.3 nm. It gives s_220 = −0.997 and s_200 = −0.847. The main term is 8 × 0.0671 × (−0.997) = −0.535, and the {200} term is 8 × (−0.0021) × (−0.847) ≈ +0.014. The intensities, relative to the incident beam, are 0.48 at Cd, 0.45 at Te and 1.54 in the tunnels. Your bright spots are 0.162 nm from the nearest columns: they are the tunnels.

**Q:** How far must I move the focus to make the columns bright?

**A:** The columns become brighter than the tunnels once sin χ_220 turns positive. To reverse the {220} contrast at full strength, change χ_220 by π. Going further underfocus by D changes χ by −Dq²/2k, so

D = 2πk/q².

With k = 2π/λ and q = 2π/d this becomes

D = d²/λ = 0.2291²/0.001969 = 26.7 nm, or 267 Å.

At Δf = −85.0 nm, with everything else fixed, s_220 = +0.997. The intensities are 1.53 at Cd, 1.54 at Te and 0.46 in the tunnels. Now the bright spots are the columns.

Between the two settings χ_220 passes −π and C vanishes. At Scherzer defocus χ_220 = −1.652, so the further change needed is 3.142 − 1.652 = 1.490. This takes 26.66 × 1.490/3.142 = 12.6 nm and puts the zero at −71.0 nm.

**Q:** Does that step turn the whole image into its negative?

**A:** It does so for the {220} part of the linear image. For {200}, q² is half as large, so χ changes by −π/2, and s_200 goes from −0.847 to +0.532. An object with many spatial frequencies is in general not reversed as a whole by one defocus step.

**Q:** Surely I could tell the two images apart by looking at them. One should look like a negative.

**A:** Here the negative is another positive. Suppose that just the undiffracted beam and the four {220} beams pass, with any amplitudes A:

ψ(r) = A_0 + Σ A_q exp(−iχ) exp(iq·r).

The defocus step multiplies every {220} term by exp(iπ) = −1. A displacement by s = (a/4, 0) multiplies it by exp(iq·s) = exp(±iπ) = −1 as well. Therefore

I(r; Δf − D) = I(r + s; Δf).

Nothing here assumed small A, so under coherent imaging this holds for strong scattering too. The second image is the first one moved from tunnels to columns. Without an independent position mark, the pattern cannot say which is which.

**Q:** Real films scatter into other beams too.

**A:** They do, and those beams break the identity. One group is {200}. Another is {110} and {310}. For a film of whole cells the projection repeats every a/2 along x and y, which forbids odd indices, but a single atomic layer lacks that period. Because the layers lie at different depths, their contributions do not quite cancel.

A multislice calculation, which applies the phase of each layer and then propagates the wave by a/4 to the next, includes all of this. In the film the strongest of these layer-depth beams has about 2 % of the {220} amplitude. With the atomic model used here, the reversed image differs from the displaced original by at most 0.028 of the incident intensity, while the column–tunnel contrast is about 1.03. A larger {200} potential would increase this difference. To use it at the size found here you would need intensities with errors well below 3 % of the incident beam, and a calculation trusted to the same level. All this needs a whole number of cells. A film of seven or nine layers, ending in Cd on both faces, leaves an uncancelled layer: in the same model {110} reaches about 26 % and 19 % of the {220} amplitude, and the difference grows to about 0.25 and 0.20. The Scherzer spots are still the tunnels, but the two images are then no longer near copies.

**Q:** How far can I trust the linear formula for a real specimen?

**A:** The thickness is that of colloidal CdTe nanoplatelets, which are of the order of a nanometre thick. Those platelets normally end in Cd on both faces, so they have an odd number of layers, and the near-identity of the two images found for a whole number of cells does not carry over to them. The lattice parameter, thermal displacement and instrument values are rough typical ones for room temperature and a microscope without an aberration corrector.

At Scherzer defocus multislice gives C = −1.03 against −1.07 from the linear formula, an error of about 4 % of the multislice value. Single intensities fare worse: at Te the linear formula gives 0.450 where multislice gives 0.525, about 14 % low. The contrast zero moves by 0.6 nm. A focal spread of 4 nm rms and beam tilts of 0.2 mrad rms per axis reduce the {220} transfer by 12 % at Scherzer defocus and 10 % at the reversed setting. Thermal motion, already included, costs 8 %. A rough inelastic path of 100 nm would remove 1.3 % of the electrons. None of these effects, taken singly, changes the sign of C at the two settings.

The atomic model omits shell structure, bonding and charge transfer. For neutral atoms with shell structure V_220 comes out about a tenth lower, and V_200 about three times larger in magnitude. Both f values are positive, so the sign of V_220 is safe in this model, but V_200 is a small difference and should not be used to tell Cd from Te. Ligands, a support film, extra surface layers, specimen tilt, damage and detector blur are also left out.

**Q:** And a thicker specimen, such as a lamella cut from a device?

**A:** At a thickness of tens of nanometres the linear formula fails. It even announces its failure: the column intensity 1 − 0.535 t/(1.296 nm), without the small {200} term, becomes negative beyond about 2.4 nm.

In multislice at fixed Scherzer defocus, C is −1.90 at 2.6 nm and −2.68 at 5.2 nm. At 10.4 nm it is +0.02, too close to zero for this atomic model to settle its sign, and at 20.7 nm it is +0.17. Both thicknesses happen to lie near zero crossings: C oscillates with thickness, rising to about +2.7 near 15.6 nm and turning negative again beyond 21 nm. In this calculation thickness alone changes the sign, and more than once. The last two values are very sensitive to the atomic potential: lowering it by a tenth shifts each of them by more than the incident intensity, so they do not predict the contrast of a real lamella. The reversed setting gives −0.10 and −0.06 at the last two thicknesses. These are not the negatives of the Scherzer values, so near such a zero crossing the other beams can no longer be ignored.

**Q:** With an aberration corrector, can I return to "bright means atom"?

**A:** Only for stated settings. Reversing the signs of both Cs and Δf reverses χ. In this example, Cs = −1.2 mm with 58.3 nm of overfocus would turn s_220 from −0.997 into +0.997 and make the columns of the thin film bright. A corrector can make Cs negative, normally with a much smaller magnitude, for which χ must be worked out afresh. The rule then belongs to that Cs, that defocus and a thin enough specimen.

**Q:** So what do I need before I label a spot as a column?

**A:** The absolute defocus, Cs and the thickness, and an image calculated for them. For this film, an error of 12.6 nm towards underfocus takes you from Scherzer defocus to no linear {220} contrast, and one between 12.6 and 39.3 nm gives the reversed contrast. For this film a short series of images at known focus steps does not replace the absolute defocus: by the identity above, shifting every focus value by −D merely displaces every image, apart from the small effects of the other beams and of beam spread. Over a long series the loss of contrast from beam spread varies with defocus and can help to locate it. The numerical output below lists the values for both settings.

Numbers as computed

```
beam energy 300 keV; Cs 1.2 mm
wavelength 0.001969 nm; speed/c 0.7765
lattice parameter 0.648 nm; film 1.296 nm
aperture radius 5.00 1/nm
spacing d220 0.2291 nm, d200 0.3240 nm
Moliere minus Thomas-Fermi screening, max 0.0019
potential coefficient V220 7.938 V
potential coefficient V200 -0.253 V
phase coefficient phi220 0.06714 rad
phase coefficient phi200 -0.00214 rad
reversal step 26.66 nm = 266.6 angstrom
[Scherzer] defocus -58.33 nm
  chi220 -1.6520 rad, sin -0.9967
  chi200 -2.1313 rad, sin -0.8470
  linear I at Cd, Te, tunnel: 0.479, 0.450, 1.535
  multislice I at Cd, Te, tunnel: 0.535, 0.525, 1.556
  column-tunnel contrast: linear -1.071, multislice -1.026
  brightest spot to nearest column: linear 0.162 nm, multislice 0.162 nm
  transfer with partial coherence -0.8804
[reversed] defocus -84.99 nm
  chi220 -4.7936 rad, sin 0.9967
  chi200 -3.7021 rad, sin 0.5316
  linear I at Cd, Te, tunnel: 1.526, 1.544, 0.465
  multislice I at Cd, Te, tunnel: 1.530, 1.571, 0.523
  column-tunnel contrast: linear 1.071, multislice 1.027
  brightest spot to nearest column: linear 0.000 nm, multislice 0.000 nm
  transfer with partial coherence 0.8927
contrast zero: linear -70.97 nm, multislice -70.38 nm
reversed vs displaced film image, max difference 0.028
layer-depth beams relative to 220: film 0.0209, 10.37 nm crystal 0.0216
focal spread 4.0 nm rms; tilt 0.2 mrad rms per axis
thermal displacement 0.015 nm rms per axis (near 300 K)
thermal factor of 220 0.9189
rough inelastic path 100 nm; fraction lost 1.3 %
multislice contrast by thickness (Scherzer, reversed):
  0.65 nm: -0.524, 0.525
  1.30 nm: -1.026, 1.027
  2.59 nm: -1.895, 1.889
  5.18 nm: -2.676, 2.640
  10.37 nm: 0.020, -0.099
  20.74 nm: 0.173, -0.056
first sign change at Scherzer: 10.37 nm thick
```
